# Azimuthal Asymmetry in Annihilation of Transversely Polarized Beams: Fermion and Scalar Pairs

## The result

An electron moving along $+z$ and a positron moving along $-z$ annihilate through one virtual photon into a particle and its antiparticle. Atomic units are used, $\hbar=m=e=1$, so that $c=1/\alpha$ and the electron's rest energy is $c^2$. The assumptions are these.

1. Each beam particle has energy $E$, and the total energy is $W=2E$. The ratio $g=c^2/E$ is small and is set to zero in the theorem.
2. The beams have transverse polarizations of degrees $P_1$ (electron) and $P_2$ (positron). Their spin directions, defined in the particles' rest frames, have azimuths $a_1$ and $a_2$ about $z$.
3. The produced particles have charges $\pm1$, mass $M$ and speed $\beta c$, so $Mc^2/E=\sqrt{1-\beta^2}$. They are either Dirac fermions other than electrons, with spins not observed, or point scalars.
4. The amplitude is of lowest order. Exchange of the Z boson and radiation are left out.

**Theorem.** Let $\theta,\varphi$ be the polar and azimuthal angles of the produced particle, and let $\Phi=2\varphi-a_1-a_2$. For fermions

$$\frac{d\sigma_f}{d\Omega}=\frac{\beta}{4W^2}\left[1+\cos^2\theta+(1-\beta^2)\sin^2\theta+\beta^2P_1P_2\sin^2\theta\cos\Phi\right],$$

and for scalars

$$\frac{d\sigma_s}{d\Omega}=\frac{\beta^3}{8W^2}\sin^2\theta\left[1-P_1P_2\cos\Phi\right].$$

The simple form $P^2\sin^2\theta\cos2\varphi$ of the polarization term is the fermion case with $P_1=P_2=P$, $\beta\to1$ and $a_1+a_2=0$. This last condition holds in what is called ring geometry below: the electron spin points along $-y$ and the positron spin along $+y$, both normal to the plane $xz$ of a storage ring, with $\varphi$ measured from that plane. If both spins point along $+y$, then $a_1+a_2=\pi$ and the term changes sign.

The proof needs the cross section in terms of two currents, the beam current, and the amplitudes for definite spins.

## Lemma 1: the cross section in terms of currents

Let $u,v$ be beam spinors and $u',v'$ final spinors, all normalized to $u^\dagger u=1$ in unit volume. Define

$$\mathbf j=v^\dagger\boldsymbol\alpha u,\qquad \mathbf K=u'^\dagger\boldsymbol\alpha v'\ \text{(fermions)},\qquad \mathbf K=\beta\mathbf n\ \text{(scalars)},$$

where $\mathbf n$ is the direction of the produced particle. Then, for $g\to0$,

$$\frac{d\sigma}{d\Omega}=\frac{\beta}{4W^2}\,\overline{\sum|\mathbf j\cdot\mathbf K|^2},$$

with a sum over final spins and an average over the beam spin states.

**Proof.** A transition charge density $\rho$ and current density $\mathbf J$ with wave vector $\mathbf q$ and frequency $\omega$ produce, in Lorenz gauge, potentials equal to $4\pi\rho$ and $4\pi\mathbf J/c$ divided by $q^2-\omega^2/c^2$. Their coupling to a second transition current is

$$T=4\pi\,\frac{\rho\rho'-\mathbf J\cdot\mathbf J'/c^2}{q^2-\omega^2/c^2}.$$

Here the total momentum vanishes, so $\mathbf q=0$ and $\omega=W$. Charge conservation, $\omega\rho=\mathbf q\cdot\mathbf J$, then gives $\rho=0$. Up to sign, the currents are $c\,\mathbf j$ and $c\,\mathbf K$. For a scalar pair with momenta $\pm\mathbf k$ the current is $c^2(\mathbf k-(-\mathbf k))/(2E)=c^2\mathbf k/E=c\beta\mathbf n$, which is why $\mathbf K=\beta\mathbf n$. Therefore

$$|T|=\frac{4\pi c^2}{W^2}\,|\mathbf j\cdot\mathbf K|.$$

The number of final states per unit energy and solid angle is $k^2(dk/dW)/(2\pi)^3$. From $W=2\sqrt{c^2k^2+M^2c^4}$ we get $dW/dk=2c^2k/E=2c\beta$, and $k=\beta E/c$. The density of states is thus

$$\frac{\beta^2E^2/c^2}{8\pi^3\cdot2c\beta}=\frac{\beta E^2}{16\pi^3c^3}.$$

The golden rule gives the rate, and division by the relative speed $2c$ gives the cross section:

$$\frac{d\sigma}{d\Omega}=\frac{2\pi}{2c}\cdot\frac{16\pi^2c^4}{W^4}|\mathbf j\cdot\mathbf K|^2\cdot\frac{\beta E^2}{16\pi^3c^3}=\frac{\beta E^2}{W^4}|\mathbf j\cdot\mathbf K|^2 .$$

Since $E^2=W^2/4$, the prefactor is $\beta/(4W^2)$. $\square$

## Lemma 2: the beam current

Let $\xi$ and $\chi$ be the two-component rest-frame spin states of the electron and the positron, and let $\eta=i\sigma_y\chi^*$. Up to an overall sign, and for any $g$,

$$\mathbf j=\eta^\dagger\left(\boldsymbol\sigma_\perp+g\,\sigma_z\hat{\mathbf z}\right)\xi,$$

where $\boldsymbol\sigma_\perp$ contains the $x$ and $y$ components.

**Proof.** Let $\mathbf p$ be the electron momentum, $\kappa=c\,\boldsymbol\sigma\cdot\mathbf p/(E+c^2)$ and $N^2=(E+c^2)/(2E)$. In the Dirac representation

$$u=N\begin{pmatrix}\xi\\ \kappa\xi\end{pmatrix}.$$

The positron has momentum $-\mathbf p$. Its spinor is the charge conjugate, $i\gamma^2(\dots)^*$, of the particle spinor with momentum $-\mathbf p$ and spin $\chi$. The identity $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$ carries $\sigma_y$ through $\kappa^*$ and gives

$$v=-N\begin{pmatrix}-\kappa\eta\\ \eta\end{pmatrix}.$$

The matrix $\alpha_i$ has $\sigma_i$ in its off-diagonal blocks, so

$$v^\dagger\alpha_iu=-N^2\,\eta^\dagger(\sigma_i-\kappa\sigma_i\kappa)\xi .$$

From $\sigma_i\,\boldsymbol\sigma\cdot\mathbf p=2p_i-\boldsymbol\sigma\cdot\mathbf p\,\sigma_i$ follows $\boldsymbol\sigma\cdot\mathbf p\,\sigma_i\,\boldsymbol\sigma\cdot\mathbf p=2p_i\,\boldsymbol\sigma\cdot\mathbf p-p^2\sigma_i$. Also $c^2p^2=(E-c^2)(E+c^2)$. For a component normal to $\mathbf p$ we have $p_i=0$, and

$$N^2(\sigma_i-\kappa\sigma_i\kappa)=\frac{E+c^2}{2E}\left[1+\frac{E-c^2}{E+c^2}\right]\sigma_i=\sigma_i .$$

For the component along $\mathbf p$ the sign of the second term is reversed, because $2p^2-p^2=p^2$:

$$\frac{E+c^2}{2E}\left[1-\frac{E-c^2}{E+c^2}\right]\sigma_z=\frac{c^2}{E}\sigma_z=g\sigma_z .\qquad\square$$

Now take spins up or down along $z$, naming the electron first. Up gives $\eta=-|{\downarrow}\rangle$ and down gives $\eta=|{\uparrow}\rangle$, so

$$\mathbf j_{\uparrow\uparrow}=-(1,i,0),\quad \mathbf j_{\downarrow\downarrow}=(1,-i,0),\quad \mathbf j_{\uparrow\downarrow}=\mathbf j_{\downarrow\uparrow}=(0,0,g).$$

Because the positron moves along $-z$, its helicity is opposite to its spin projection on $z$. The state $\uparrow\uparrow$ therefore has electron helicity $+$ and positron helicity $-$, and $\downarrow\downarrow$ has the reverse. These are the two opposite-helicity amplitudes, and they carry angular momentum projections $+1$ and $-1$ on the beam axis. States of equal helicity couple with the relative size $|\mathbf j_{\uparrow\downarrow}|/|\mathbf j_{\uparrow\uparrow}|=g/\sqrt2$ and drop out as $g\to0$.

## Lemma 3: amplitudes for definite spins

Let $\lambda$ be the total spin projection of the final pair on $\mathbf n$. Write $A_\lambda^+$ and $A_\lambda^-$ for $\mathbf j\cdot\mathbf K$ with beam spins $\uparrow\uparrow$ and $\downarrow\downarrow$. For fermions

$$A^+_{1}=(1+\cos\theta)e^{i\varphi},\qquad A^-_{1}=(1-\cos\theta)e^{-i\varphi},$$

$$A^+_{-1}=(1-\cos\theta)e^{i\varphi},\qquad A^-_{-1}=(1+\cos\theta)e^{-i\varphi},$$

$$A^+_0=-\sqrt{1-\beta^2}\,\sin\theta\,e^{i\varphi},\qquad A^-_0=\sqrt{1-\beta^2}\,\sin\theta\,e^{-i\varphi},$$

and the last pair of amplitudes occurs for two distinct final spin states. For scalars there is one final state, with

$$A^+_0=-\beta\sin\theta\,e^{i\varphi},\qquad A^-_0=\beta\sin\theta\,e^{-i\varphi}.$$

**Proof.** The final fermion current is the complex conjugate of a current of the type in Lemma 2, with $z$ replaced by $\mathbf n$ and $g$ by $Mc^2/E=\sqrt{1-\beta^2}$. Let $\mathbf e_\theta,\mathbf e_\varphi$ be the polar unit vectors normal to $\mathbf n$; with $\mathbf n$ they form a right-handed triad. Then

$$\mathbf K_{1}=-(\mathbf e_\theta-i\mathbf e_\varphi),\qquad \mathbf K_{-1}=\mathbf e_\theta+i\mathbf e_\varphi,\qquad \mathbf K_0=\sqrt{1-\beta^2}\,\mathbf n,$$

the last for each of the two states with opposite spin projections. From the Cartesian components of the triad,

$$(1,\pm i,0)\cdot\mathbf e_\theta=\cos\theta\,e^{\pm i\varphi},\quad (1,\pm i,0)\cdot\mathbf e_\varphi=\pm i\,e^{\pm i\varphi},\quad (1,\pm i,0)\cdot\mathbf n=\sin\theta\,e^{\pm i\varphi}.$$

For example, $A^+_1=(1,i,0)\cdot(\mathbf e_\theta-i\mathbf e_\varphi)=(\cos\theta-i\cdot i)e^{i\varphi}=(1+\cos\theta)e^{i\varphi}$, and $A^-_1=-(\cos\theta-i(-i))e^{-i\varphi}=(1-\cos\theta)e^{-i\varphi}$. The others follow in the same way, and the scalar case uses $\mathbf K=\beta\mathbf n$. $\square$

## Proof of the theorem

A beam with transverse polarization of degree $P$ and azimuth $a$ has the spin density matrix $\tfrac12(1+\boldsymbol\sigma\cdot\mathbf P)$. Its diagonal elements are $\tfrac12$, and its off-diagonal element is $\rho_{\uparrow\downarrow}=\tfrac12Pe^{-ia}$. The amplitude is linear in $\xi$ and in $\chi$, so the averaged probability is a sum of products $AA'^*$ weighted with elements of both density matrices. For $g\to0$ only $\uparrow\uparrow$ and $\downarrow\downarrow$ contribute:

$$\overline{|\mathbf j\cdot\mathbf K|^2}=\tfrac14\left(|A^+|^2+|A^-|^2\right)+\tfrac12P_1P_2\,\mathrm{Re}\left[e^{-i(a_1+a_2)}A^+A^{-*}\right].$$

The second term is the interference. To connect $\uparrow\uparrow$ with $\downarrow\downarrow$ both spins must be flipped, which takes an off-diagonal element from each beam. Hence the product $P_1P_2$.

For fermions the squares add up to

$$\sum|A^\pm|^2=(1+\cos\theta)^2+(1-\cos\theta)^2+2(1-\beta^2)\sin^2\theta=2\left[1+\cos^2\theta+(1-\beta^2)\sin^2\theta\right]$$

for either sign. The first term of the probability is therefore the unpolarized bracket $1+\cos^2\theta+(1-\beta^2)\sin^2\theta$. The products add up to

$$\sum A^+A^{-*}=e^{2i\varphi}\left[\sin^2\theta+\sin^2\theta-2(1-\beta^2)\sin^2\theta\right]=2\beta^2\sin^2\theta\,e^{2i\varphi}.$$

Half the real part, with the phase of the beams included, is $\beta^2\sin^2\theta\cos\Phi$. For scalars $|A^\pm|^2=\beta^2\sin^2\theta$ and $A^+A^{-*}=-\beta^2\sin^2\theta\,e^{2i\varphi}$, so the probability is $\tfrac12\beta^2\sin^2\theta\,(1-P_1P_2\cos\Phi)$. Lemma 1 supplies the prefactor in both cases. $\square$

**Remark 1 (origin of the opposite signs).** Final states with $\lambda=\pm1$ interfere with a positive sign, and those with $\lambda=0$ with a negative sign. A scalar pair has no spin and therefore only $\lambda=0$. A fermion pair has both kinds, but its $\lambda=0$ part carries the factor $1-\beta^2$ and vanishes for fast particles. At threshold the two kinds cancel in the interference, and the fermion modulation disappears as $\beta^2$. The scalar modulation, relative to its own unpolarized rate, does not depend on $\beta$.

**Remark 2 (scalars with structure).** In the centre-of-mass frame the current of a spinless pair can point only along $\mathbf n$: the final state is unchanged by rotations about $\mathbf n$, so the current can have no component normal to it. A form factor then multiplies the scalar cross section by a function of $W$ and leaves the factor $\sin^2\theta(1-P_1P_2\cos\Phi)$ unchanged.

## Proposition: finite electron mass and photon polarization

For transverse beam polarizations $\mathbf P_1,\mathbf P_2$ and any $g$, the fermion bracket in the theorem gains the term

$$g^2(1+\mathbf P_1\cdot\mathbf P_2)(1-\beta^2\cos^2\theta).$$

The scalar quantity $\tfrac12\beta^2\sin^2\theta(1-P_1P_2\cos\Phi)$ gains $\tfrac12\beta^2g^2(1+\mathbf P_1\cdot\mathbf P_2)\cos^2\theta$. In addition, both cross sections are divided by $\beta_e=\sqrt{1-g^2}$, because the relative speed of the beams is $2c\beta_e$.

**Proof.** The average of $\chi\chi^\dagger$ is $\tfrac12(1+\boldsymbol\sigma\cdot\mathbf P_2)$. With $\eta=i\sigma_y\chi^*$ and $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$, the average of $\eta\eta^\dagger$ is $\tfrac12(1-\boldsymbol\sigma\cdot\mathbf P_2)$. Let $D_x=D_y=1$ and $D_z=g$. Then

$$L_{ij}=\overline{j_ij_j^*}=\tfrac14D_iD_j\,\mathrm{Tr}\left[(1-\boldsymbol\sigma\cdot\mathbf P_2)\sigma_i(1+\boldsymbol\sigma\cdot\mathbf P_1)\sigma_j\right].$$

Traces of three Pauli matrices are antisymmetric in $i,j$. The trace of four is $\mathrm{Tr}\,\sigma_b\sigma_i\sigma_a\sigma_j=2(\delta_{bi}\delta_{aj}-\delta_{ba}\delta_{ij}+\delta_{bj}\delta_{ia})$. The symmetric part is thus

$$L_{ij}^{S}=\tfrac12D_iD_j\left[\delta_{ij}(1+\mathbf P_1\cdot\mathbf P_2)-P_{1i}P_{2j}-P_{2i}P_{1j}\right].$$

The final tensor $H_{ij}=\sum K_iK_j^*$ is $\beta^2n_in_j$ for scalars. For fermions the currents of Lemma 3 give

$$H_{ij}=2(\delta_{ij}-n_in_j)+2(1-\beta^2)n_in_j=2(\delta_{ij}-\beta^2n_in_j).$$

Both are symmetric, so the antisymmetric part of $L$ drops out of $\sum_{ij}L_{ij}H_{ij}$. Two contractions are needed. The trace is

$$\sum_iL_{ii}=1+\tfrac12g^2(1+\mathbf P_1\cdot\mathbf P_2).$$

For the other, $\cos(a_1-a_2)-2\cos(\varphi-a_1)\cos(\varphi-a_2)=-\cos\Phi$ gives

$$\sum_{ij}n_iL_{ij}n_j=\tfrac12\left[\sin^2\theta\,(1-P_1P_2\cos\Phi)+g^2\cos^2\theta\,(1+\mathbf P_1\cdot\mathbf P_2)\right].$$

Twice the first minus $2\beta^2$ times the second is the fermion result, and $\beta^2$ times the second is the scalar result. $\square$

The proposition contains the theorem at $g=0$ and so confirms it by a trace over the beam spins, with only the final currents taken from Lemma 3. If one beam is unpolarized, $P_1P_2=0$ and no dependence on $\varphi$ remains, even at finite $g$.

**Remark 3 (linear polarization).** In ring geometry with $P_1=P_2=P$ and $g\to0$, the tensor is diagonal, with $L_{xx}=\tfrac12(1-P^2)$ and $L_{yy}=\tfrac12(1+P^2)$. For $P=1$ the virtual photon is linearly polarized along $y$, the spin axis. Scalars are then emitted with probability proportional to $n_y^2$, a broad distribution peaked on that axis, with 65% of the emission within $45^\circ$ of it. Fermions follow $1-\beta^2n_y^2$, which for $\beta\to1$ vanishes on the axis.

## Corollary: integrated quantities

For $g\to0$ the total cross sections do not depend on the transverse polarizations:

$$\sigma_f=\frac{2\pi\beta}{W^2}\left(1-\frac{\beta^2}{3}\right),\qquad \sigma_s=\frac{\pi\beta^3}{3W^2}.$$

After integration over $\theta$, the distribution in $\varphi$ for $a_1+a_2=0$ and $P_1=P_2=P$ is proportional to $1+C\cos2\varphi$ with

$$C_f=\frac{\beta^2P^2}{3-\beta^2},\qquad C_s=-P^2 .$$

**Proof.** The integral of $\cos\Phi$ over $\varphi$ vanishes. The unpolarized fermion bracket equals $2-\beta^2\sin^2\theta$. With $\int_{-1}^{1}\sin^2\theta\,d\cos\theta=\tfrac43$ its integral is $4-\tfrac43\beta^2$. Multiplication by $2\pi\beta/(4W^2)$ gives $\sigma_f$, and the ratio of $\tfrac43\beta^2P^2$ to $4-\tfrac43\beta^2$ gives $C_f$. For scalars $2\pi\cdot\tfrac43\cdot\beta^3/(8W^2)$ gives $\sigma_s$, and the common factor $\sin^2\theta$ leaves $C_s=-P^2$. $\square$

## Worked example

Take muon pairs at $W=4.00\times10^8$ eV and, for contrast, a hypothetical point scalar with the muon's mass. The muon's rest energy is $1.0566\times10^8$ eV, so $\beta=0.849$ and $\beta^2=0.7209$. The beams are in ring geometry with $P=0.9$, $P^2=0.81$. The electron-mass parameter is $g^2=6.5\times10^{-6}$ and is neglected. The photon tensor has $L_{xx}=0.095$ and $L_{yy}=0.905$.

To obtain areas in Å², the factor $e^4$ hidden by the atomic units is restored, with $e^2=14.400$ eV Å. For muons at $\theta=90^\circ$ and $\varphi=0$

$$\frac{d\sigma_f}{d\Omega}=\frac{0.849\,(14.400)^2}{4\,(4.00\times10^8)^2}\left[1+0.2791+0.7209\times0.81\right]=5.12\times10^{-16}\ \text{Å}^2/\text{sr}.$$

At $\varphi=90^\circ$ the last term changes sign and the result is $1.91\times10^{-16}$ Å²/sr. The difference divided by the sum is $0.7209\times0.81/1.2791=0.457$. The coefficient $0.7209$ is itself a sum over final spins: $+0.5$ from each of $\lambda=\pm1$ and $-0.2791$ from $\lambda=0$.

For the scalar at the same two angles the bracket $1\mp0.81$ gives $1.88\times10^{-17}$ and $1.79\times10^{-16}$ Å²/sr, a contrast of $-0.81$. The scalar prefers the spin axis and the muon the ring plane.

The total cross sections are $5.25\times10^{-15}$ Å² ($1.88\times10^{-14}\,a_0^2$) for muons and $8.31\times10^{-16}$ Å² ($2.97\times10^{-15}\,a_0^2$) for the scalar. The integrated coefficient for muons depends on energy:

- $W=2.2\times10^8$ eV, $\beta=0.278$: $C_f=0.021$
- $W=4.0\times10^8$ eV, $\beta=0.849$: $C_f=0.256$
- $W=1.0\times10^{10}$ eV, $\beta\approx1$: $C_f=0.405$, the limit $P^2/2$

For the scalar $C_s=-0.81$ at all three energies. The numerical check obtains these coefficients by integrating amplitudes built from explicit four-component spinors for the beams and the muons, and from the momentum current for the scalar. It also checks that the same integration reproduces the formulas for the total cross sections to a relative $10^{-4}$.

**Remark 4 (where the result fails).** All these values are of lowest order in $\alpha$. Corrections of the next order to the cross sections are at the level of per cent, larger than the last digits shown: vacuum polarization by electron pairs alone amounts to about 2% at $W=4\times10^8$ eV. The attraction between the produced charges, governed by $\alpha/\beta$, raises the muon cross section by about 4% at $\beta=0.278$ and grows toward threshold. For $e^-e^+$ final states a second graph, with photon exchange between the scattered particles, must be added. When $W$ is no longer small compared with the Z boson's rest energy, the Z contributes as well, and its parity-violating couplings change the relative size and sign of the two helicity amplitudes for a given final spin state (and, together with the Z width, their relative phase), and with them the azimuthal modulation.

## Calculated quantities

```
electron rest energy          510999.0 eV
muon rest energy              1.056584e+08 eV
total energy W                4.000e+08 eV
beam energy E                 2.000e+08 eV
e^2 = hartree * bohr          14.39965 eV angstrom
beta of produced particles    0.84906
beta^2                        0.72091
1 - beta^2                    0.27909
g = electron rest energy / E  2.5550e-03
g^2                           6.5280e-06
equal/opposite helicity |J|   1.8067e-03
polarization of each beam P   0.90
P^2                           0.8100
photon tensor xx (in plane)   0.0950
photon tensor yy (normal)     0.9050
interference at 90 deg, coefficient of P^2 cos 2phi in bracket:
  fermion  projection +1      +0.50000
  fermion  projection +0      -0.27909
  fermion  projection -1      +0.50000
  fermion  sum                +0.72091
  scalar   projection +0      -0.36045
  scalar   sum                -0.36045
differential cross section at theta = 90 deg, angstrom^2/sr:
  fermion  unpolarized        3.5186e-16
  fermion  phi = 0 deg        5.1249e-16
  fermion  phi = 90 deg       1.9123e-16
  fermion  contrast           +0.4565
  scalar   unpolarized        9.9155e-17
  scalar   phi = 0 deg        1.8839e-17
  scalar   phi = 90 deg       1.7947e-16
  scalar   contrast           -0.8100
total cross section:
  fermion  5.2522e-15 angstrom^2 = 1.8756e-14 a0^2
  scalar   8.3068e-16 angstrom^2 = 2.9664e-15 a0^2
cos 2phi coefficient after integration over theta:
  W = 2.20e+08 eV, beta = 0.27817: fermion +0.0214, scalar -0.8100
  W = 4.00e+08 eV, beta = 0.84906: fermion +0.2562, scalar -0.8100
  W = 1.00e+10 eV, beta = 0.99978: fermion +0.4047, scalar -0.8100
```
